\section*{Low-order Douglas-Kroll-Hess energies of the 1s level at Z = 80}

\section*{Problem}

One electron moves in the field of a fixed point nucleus with $Z=80$. The Douglas-Kroll-Hess (DKH) method decouples the electron states of the Dirac Hamiltonian from its negative-energy states, order by order in the potential $V$. The coupling between the two sets of states is removed by a free-particle rotation followed by successive rotations, one for each order of $V$. DKH$n$ denotes the resulting electron Hamiltonian with all terms through order $V^n$.

\begin{enumerate}
\item[(a)] Find the Dirac energy of the $1s_{1/2}$ level.
\item[(b)] Write the Dirac Hamiltonian for this symmetry as a matrix in a basis of $s$ Gaussians.
\item[(c)] Derive the matrices of DKH1, DKH2 and DKH3.
\item[(d)] Compute the three $1s$ energies in a large basis. By how much, and in which direction, does each differ from the Dirac energy?
\item[(e)] Explain the signs as far as the equations allow, and examine the basis error.
\end{enumerate}

Use Rydberg atomic units, $\hbar=1$, $m=1/2$, $e^2=2$. Lengths are in bohr, energies in Ry, and $1\,\mathrm{Ry}=\tfrac12$ hartree. Nuclear size, recoil and quantum-electrodynamic corrections are left out.

\section*{Solution}

\subsection*{(a) The Dirac energy}

The fine-structure constant is $\alpha=e^2/(\hbar c)=2/c$. Therefore $c=2/\alpha=274.072$ and $mc^2=c^2/2=37557.73$ Ry. The potential is $V=-2Z/r$.

For a constant spinor $\chi$, write the upper component as $g(r)\chi$ and the lower one as $i f(r)\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi$. Since $\mathbf p=-i\nabla$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,g\chi=-ig'(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi .
\label{sp}
\end{equation}
The radial field $f\hat{\mathbf r}$ has no curl, so
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,[if\,\boldsymbol\sigma\cdot\hat{\mathbf r}]\chi
=\nabla\cdot(f\hat{\mathbf r})\chi=(f'+2f/r)\chi .
\end{equation}
With $\varepsilon$ the energy including $mc^2$, the Dirac equation becomes
\begin{align}
(\varepsilon-mc^2+2Z/r)\,g&=c\,(f'+2f/r),\\
(\varepsilon+mc^2+2Z/r)\,f&=-c\,g'.
\end{align}
Try the nodeless form $g=r^{\gamma-1}e^{-\kappa r}$, $f=\tau g$. Then $g'=[(\gamma-1)/r-\kappa]g$. Set $\zeta=2Z/c=Z\alpha$. The $1/r$ terms give
\begin{equation}
\zeta=\tau(1+\gamma),\qquad \zeta\tau=1-\gamma .
\end{equation}
Multiplying the two gives $\zeta^2=1-\gamma^2$, and dividing them gives $\tau^2=(1-\gamma)/(1+\gamma)$. The constant terms give
\begin{equation}
\varepsilon-mc^2=-c\tau\kappa,\qquad \tau(\varepsilon+mc^2)=c\kappa .
\end{equation}
Eliminating $\kappa$ yields $\varepsilon-mc^2=-\tau^2(\varepsilon+mc^2)$, hence
\begin{equation}
\varepsilon=mc^2\,\frac{1-\tau^2}{1+\tau^2}=\gamma mc^2,\qquad
E_{\rm D}=mc^2\left(\sqrt{1-\zeta^2}-1\right).
\label{dirac}
\end{equation}
For small $\zeta$ this tends to $-mc^2\zeta^2/2=-Z^2$ Ry, which identifies the $1s$ level.

Here $\zeta=160/274.072=0.583788$ and $\gamma=0.811906$. Thus
\begin{equation}
E_{\rm D}=-37557.73\times0.188094=-7064.38\ \mathrm{Ry}=-3532.19\ \text{hartree}.
\end{equation}

\subsection*{(b) The Dirac matrix}

Take normalized radial functions $G_a=N_ae^{-ar^2}$, with measure $r^2dr$, and let $s=a+b$. From $\int_0^\infty r^2e^{-sr^2}dr=\sqrt\pi/(4s^{3/2})$, normalization gives $N_a^2=4(2a)^{3/2}/\sqrt\pi$. The overlap is therefore
\begin{equation}
S_{ab}=\left(\frac{2\sqrt{ab}}{s}\right)^{3/2},\qquad
N_aN_b=\frac{4s^{3/2}}{\sqrt\pi}S_{ab}.
\end{equation}
Equation \eqref{sp} and $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$ show that the matrix elements of a radial potential placed between two factors $\boldsymbol\sigma\cdot\mathbf p$ need radial derivatives alone:
\begin{equation}
\langle G_a|\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p|G_b\rangle
=\int_0^\infty G_a'\,V\,G_b'\,r^2dr .
\end{equation}
Replacing $V$ by 1 gives the matrix of $p^2$. With $G_a'=-2arG_a$ and the integrals of $r$, $r^3$ and $r^4$ times $e^{-sr^2}$, namely $1/(2s)$, $1/(2s^2)$ and $3\sqrt\pi/(8s^{5/2})$,
\begin{align}
(p^2)_{ab}&=4ab\,N_aN_b\frac{3\sqrt\pi}{8s^{5/2}}=\frac{6ab}{s}S_{ab},\\
V_{ab}&=-2Z\,N_aN_b\frac1{2s}=-4Z\sqrt{\frac s\pi}\,S_{ab},\\
(\boldsymbol\sigma\cdot\mathbf p V\boldsymbol\sigma\cdot\mathbf p)_{ab}
&=-2Z\,4ab\,N_aN_b\frac1{2s^2}=-\frac{16Zab}{\sqrt{\pi s}}S_{ab}.
\end{align}

Now form $n$ orthonormal combinations $\phi_k$ that diagonalize $p^2$, with eigenvalues $p_k^2$. For the lower component use $\eta_k=\boldsymbol\sigma\cdot\mathbf p\,\phi_k/p_k$. These functions are orthonormal because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$. For the same reason $\langle\phi_i|c\,\boldsymbol\sigma\cdot\mathbf p|\eta_j\rangle=cp_i\delta_{ij}$. After subtraction of $mc^2$ the Dirac matrix is
\begin{equation}
H=\begin{pmatrix}V&cp\\ cp&V_s-2mc^2\end{pmatrix},\qquad
(V_s)_{ij}=\frac{\langle\phi_i|\boldsymbol\sigma\cdot\mathbf pV\boldsymbol\sigma\cdot\mathbf p|\phi_j\rangle}{p_ip_j}.
\end{equation}
It has dimension $2n$. The $1s$ level is eigenvalue number $n+1$, counted from below, since $n$ levels belong to the negative-energy branch.

\subsection*{(c) The three DKH matrices}

\paragraph{Free-particle rotation.} Without $V$, and with the rest energy restored, each $k$ has the block
\begin{equation}
\begin{pmatrix}mc^2&cp\\cp&-mc^2\end{pmatrix},\qquad E=\sqrt{c^2p^2+m^2c^4}.
\end{equation}
Define
\begin{equation}
A=\sqrt{\frac{E+mc^2}{2E}},\qquad R=\frac{cp}{E+mc^2}.
\end{equation}
The vector $(A,AR)$ has eigenvalue $E$. Its upper row gives $A(mc^2+cpR)=AE$, because $cpR=c^2p^2/(E+mc^2)=E-mc^2$. Its lower row gives $A(cp-mc^2R)=ARE$, because $cp=R(E+mc^2)$. The norm is 1, since $R^2=(E-mc^2)/(E+mc^2)$ and so $1+R^2=1/A^2$. The orthogonal vector $(-AR,A)$ has eigenvalue $-E$.

Taking matrix elements of $\mathrm{diag}(V,V_s)$ between these vectors gives three blocks:
\begin{align}
a_{ij}&=A_i\left(V_{ij}+R_i(V_s)_{ij}R_j\right)A_j,\\
d_{ij}&=A_i\left((V_s)_{ij}+R_iV_{ij}R_j\right)A_j,\\
o_{ij}&=A_i\left(R_i(V_s)_{ij}-V_{ij}R_j\right)A_j .
\end{align}
Block $a$ acts among free electron states, $d$ among free negative-energy states, and $o$ connects the two. Dropping $o$ leaves
\begin{equation}
h_1=E-mc^2+a .
\end{equation}

\paragraph{Removal of the coupling.} Call a matrix even if it is block diagonal and odd if it is block off-diagonal. The rotated Hamiltonian is $E_0+E_1+O$, with $E_0=\mathrm{diag}(E,-E)$, $E_1=\mathrm{diag}(a,d)$ and $O$ built from $o$. The constant $-mc^2$ commutes with everything and is restored at the end. Apply $e^{\mathcal W}$ with
\begin{equation}
\mathcal W=\begin{pmatrix}0&w\\-w^\dagger&0\end{pmatrix},
\end{equation}
which is antihermitian, so that $e^{\mathcal W}$ is unitary. The expansion is
\begin{equation}
e^{\mathcal W}He^{-\mathcal W}=H+[\mathcal W,H]+\tfrac12[\mathcal W,[\mathcal W,H]]+\cdots .
\end{equation}
The first-order odd part is $O+[\mathcal W,E_0]$. The upper right block of the commutator is $-w_{ij}E_j-E_iw_{ij}$, so the odd part vanishes if
\begin{equation}
w_{ij}=\frac{o_{ij}}{E_i+E_j}.
\label{w}
\end{equation}
The denominator is at least $2mc^2$.

\paragraph{Second order.} A product of two odd matrices is even. The second-order even terms are
\begin{equation}
[\mathcal W,O]+\tfrac12[\mathcal W,[\mathcal W,E_0]]
=[\mathcal W,O]-\tfrac12[\mathcal W,O]=\tfrac12[\mathcal W,O].
\end{equation}
Their electron block is
\begin{equation}
e_2=\tfrac12\left(wo^\dagger+ow^\dagger\right),\qquad h_2=h_1+e_2 .
\end{equation}

\paragraph{Third order.} Three odd factors give an odd matrix, so the even term of third order is $\frac12[\mathcal W,[\mathcal W,E_1]]$. The inner commutator is odd, with upper right block $x=wd-aw$ and lower left block $x^\dagger=dw^\dagger-w^\dagger a$. Hence
\begin{align}
e_3&=\tfrac12\left(wx^\dagger+xw^\dagger\right)\nonumber\\
&=wdw^\dagger-\tfrac12\left(ww^\dagger a+aww^\dagger\right),
\qquad h_3=h_2+e_3 .
\label{e3}
\end{align}

\paragraph{What is left out.} An odd term $[\mathcal W,E_1]$ of second order remains. A further rotation with a generator $\mathcal W_2$ of second order removes it. The commutators of $\mathcal W_2$ with even terms are odd. Its lowest even contribution joins $\mathcal W_2$ to a second-order odd term and is of order $V^4$. The later generators are of still higher order. Thus $h_3$ is complete through $V^3$.

The sequence of rotations is part of the definition of $h_3$. An additional even rotation $e^X$, with $X$ of order $V^3$, would add $[X,E_0]$ to the third-order term. The new Hamiltonian would also be complete through $V^3$, but its eigenvalues could differ from those of $h_3$ by terms of order $V^4$. The DKH3 energy below belongs to the sequence used here.

If $V$ is replaced by $\lambda V$ in a fixed finite basis, the eigenvalue errors of DKH1, DKH2 and DKH3 should then vanish as $\lambda^2$, $\lambda^3$ and $\lambda^4$. A comparison with the full Dirac matrix for five Gaussians, at $\lambda=0.04$ and $0.02$, gives the powers 2.00, 3.00 and 4.00. This tests $a$, $e_2$ and the diagonal elements of $e_3$. The off-diagonal elements of $e_3$ affect the eigenvalues only from order $\lambda^4$ on, so they rest on the derivation of \eqref{e3}. Nor does the comparison tell how large the errors are at $\lambda=1$.

\subsection*{(d) The energies at $Z=80$}

The basis has 38 exponents in the ratio 2, from $0.02Z^2=128$ to $1.76\times10^{13}$ bohr$^{-2}$. The lowest eigenvalue of each DKH matrix gives the following results.

\begin{center}
\begin{tabular}{lrrr}
 & energy (Ry) & minus Dirac (Ry) & minus Dirac (hartree)\\
DKH1 & $-7372.90$ & $-308.51$ & $-154.26$\\
DKH2 & $-7046.65$ & $+17.73$ & $+8.87$\\
DKH3 & $-7066.24$ & $-1.85$ & $-0.93$
\end{tabular}
\end{center}

DKH2 is thus about 9 hartree above the Dirac energy and DKH3 about 1 hartree below it. Relative to $|E_{\rm D}|$, the three errors have magnitudes of 4.4\%, 0.25\% and 0.026\%. Even the last one, 0.93 hartree, is large on the scale of chemical energies. It is an error in the total energy of a core level, however, and does not by itself give the error of an energy difference between valence states.

\subsection*{(e) Signs, limits and basis error}

\paragraph{Why DKH1 is too low.} In a finite basis this follows from a dimension count. The $n+1$ lowest eigenvectors of the Dirac matrix span a space of dimension $n+1$. The free electron states span a space of dimension $n$. Both lie in a space of dimension $2n$, so they share at least one nonzero vector. The mean energy of that vector cannot exceed Dirac eigenvalue number $n+1$, which is the $1s$ level. But $h_1$ is the Dirac matrix restricted to the free electron states, so its lowest eigenvalue cannot exceed this mean. Hence DKH1 cannot lie above the $1s$ level of the Dirac matrix in the same basis.

\paragraph{Why the second order raises the energy.} By \eqref{w}, the diagonal elements of $e_2$ are
\begin{equation}
(e_2)_{ii}=\sum_j\frac{|o_{ij}|^2}{E_i+E_j}\ge0 .
\end{equation}
This is level repulsion: negative-energy states lie below the electron states and push them up. For a superposition of momentum states the off-diagonal elements matter too, and their sign is not fixed by this formula. The computed mean value in the DKH1 ground state is $+348.34$ Ry.

By the Rayleigh-Ritz principle, the DKH1 state used as a trial state for $h_2$ gives an upper bound,
\begin{equation}
-7372.90+348.34=-7024.56\ \mathrm{Ry}.
\end{equation}
The DKH2 energy is 22.09 Ry lower, because the state adapts to the new term. The net rise from DKH1 to DKH2 is 326.25 Ry. The Dirac energy requires a rise of 308.51 Ry, so the second order overshoots by 17.73 Ry.

\paragraph{Why the third order lowers it.} The two terms in \eqref{e3} have different roles. Since $V$ is negative everywhere, $d$ is a negative matrix, and $wdw^\dagger$ cannot raise the energy. It is the attraction felt by the negative-energy admixture. The other term accounts for the electron component that this admixture replaces. If $a$ were a negative number, this term would be positive. For the actual matrix $a$ its sign is not settled by such an argument, so the balance has to be computed. The mean value of $e_3$ in the DKH2 ground state is $-19.52$ Ry, while the full step from DKH2 to DKH3 is $-19.59$ Ry. Adaptation of the state therefore contributes just $-0.07$ Ry. The step exceeds the required 17.73 Ry in magnitude and leaves DKH3 1.85 Ry too low, as computed from the unrounded energies.

The alternation of signs is thus a result for this level and this charge. The argument for DKH1 is general within the matrix model, but nothing shown here makes DKH2 an upper bound or DKH3 a lower bound to the Dirac energy.

\paragraph{The weak-field limit.} For $p\ll mc$, expansion gives $A\simeq1-p^2/(8m^2c^2)$ and $R\simeq p/(2mc)$. The potential of DKH1 becomes
\begin{equation}
a\simeq V-\frac{p^2V+Vp^2}{8m^2c^2}
+\frac{\boldsymbol\sigma\cdot\mathbf pV\boldsymbol\sigma\cdot\mathbf p}{4m^2c^2}
=V-\frac{[\boldsymbol\sigma\cdot\mathbf p,[\boldsymbol\sigma\cdot\mathbf p,V]]}{8m^2c^2}.
\end{equation}
The kinetic part becomes $p^2/(2m)-p^4/(8m^3c^2)$. These are the leading relativistic corrections of Breit-Pauli theory, so DKH1 contains them already.

The size of $e_2$ in this limit needs care. For $p\ll mc$ the coupling is $o\simeq[\boldsymbol\sigma\cdot\mathbf p,V]/(2mc)$, of magnitude $|V'|/c=2Z/(cr^2)$ in the present units, so $e_2\simeq o^2/(2mc^2)=4Z^2/(c^4r^4)$. Distances $r\sim1/Z$ contribute $Z^6/c^4$ to its mean value. For an $s$ state of a point nucleus, however, the radial density tends to $4Z^3$ at the origin and $\int r^{-4}r^2dr$ diverges there. The expansion fails for $r\lesssim1/(mc)$, where $p\sim mc$. Cutting the integral off at that distance gives a contribution of order $Z^3\cdot Z^2c^{-4}\cdot c=Z^5/c^3$, which dominates. It is of order $(Z/c)^3$ relative to the binding energy $Z^2$, small for light nuclei. This order-of-magnitude estimate is not part of the numerical check and is not a quantitative guide at $\zeta=0.58$.

\paragraph{The basis.} The Dirac function behaves near the nucleus as $r^{\gamma-1}=r^{-0.188}$. It diverges weakly, whereas every Gaussian is finite there, so very tight functions are needed. The Dirac matrix gives the $1s$ level within $3.1\times10^{-5}$ Ry of \eqref{dirac}.

Removing the four tightest functions changes the DKH1 energy by $1.5\times10^{-3}$ Ry, and the Dirac, DKH2 and DKH3 energies by less than $10^{-4}$ Ry. These changes are far smaller than the deviations in the table, which therefore come from truncating the DKH series and not from missing tight functions.

The eigenvalues of $p^2$ span nearly twelve decades, since $p_k$ runs from 16.3 to $1.28\times10^7$ bohr$^{-1}$. The diagonalization of $p^2$ is done in extended precision as a precaution against rounding errors.

\paragraph{A check of the matrix products.} Functions of $p^2$, and products such as $wo^\dagger$, are evaluated inside the finite basis. This step can be tested with a Gaussian trial function $G$ of exponent 8192 bohr$^{-2}$. Let $\tilde G(p)$ be its momentum function, normalized with $p^2dp$. Its free electron state has the radial components
\begin{align}
F_0(r)&=\sqrt{\tfrac2\pi}\int_0^\infty p^2j_0(pr)A\,\tilde G\,dp,\\
F_1(r)&=\sqrt{\tfrac2\pi}\int_0^\infty p^2j_1(pr)AR\,\tilde G\,dp,
\end{align}
where $j_l$ are spherical Bessel functions. The second contains $j_1$ because $\boldsymbol\sigma\cdot\mathbf p$ turns an $s$ function into a $p$ function. The mean first-order potential is then
\begin{equation}
\langle G|a|G\rangle=-2Z\int_0^\infty r\,(F_0^2+F_1^2)\,dr .
\end{equation}
Quadrature gives $-21237.30$ Ry and the matrix gives $-21237.34$ Ry. For $\langle G|e_2|G\rangle$, integration over continuous momenta gives 355.318 Ry and the matrix 355.319 Ry. Both pairs agree to about 2 parts in $10^6$. The numerical check contains these comparisons together with those of the Gaussian integrals and the powers of $\lambda$.

\paragraph{Range of validity.} The energies belong to a one-electron ion with a point nucleus. They are not core energies of a neutral atom, where screening and exchange enter. A finite nucleus removes the $1/r$ singularity and changes the Dirac reference as well as the DKH energies, so a comparison for that model must use the same nuclear potential on both sides.

\section*{Computed results}
\begin{verbatim}
nuclear charge Z: 80
speed of light c: 274.071998 Rydberg a.u.
rest energy mc^2: 37557.7301 Ry
number of s Gaussians: 38
smallest exponent: 128.0 bohr^-2
largest exponent: 1.7592e+13 bohr^-2
smallest and largest p in basis: 16.266, 1.2753e+07 bohr^-1
Dirac 1s, closed formula: -7064.3842 Ry
Dirac 1s, closed formula: -3532.1921 hartree
Dirac 1s, matrix: -7064.3842 Ry
Dirac matrix minus formula: 3.13e-05 Ry
DKH1 1s energy: -7372.897 Ry
DKH1 1s energy: -3686.449 hartree
DKH1 minus Dirac: -308.513 Ry
DKH1 minus Dirac: -154.256 hartree
DKH2 1s energy: -7046.650 Ry
DKH2 1s energy: -3523.325 hartree
DKH2 minus Dirac: 17.735 Ry
DKH2 minus Dirac: 8.867 hartree
DKH3 1s energy: -7066.239 Ry
DKH3 1s energy: -3533.120 hartree
DKH3 minus Dirac: -1.855 Ry
DKH3 minus Dirac: -0.927 hartree
mean e2 in DKH1 state: 348.337 Ry
DKH2 minus DKH1: 326.247 Ry
mean e3 in DKH2 state: -19.524 Ry
DKH3 minus DKH2: -19.589 Ry
tightest functions removed in basis test: 4
Dirac change, full minus reduced basis: -9.66e-05 Ry
DKH1 change, full minus reduced basis: -1.48e-03 Ry
DKH2 change, full minus reduced basis: 1.50e-06 Ry
DKH3 change, full minus reduced basis: -5.63e-05 Ry
largest relative Gaussian integral error: 2.7e-14
trial Gaussian exponent: 8192.0 bohr^-2
trial first-order potential, matrix: -21237.3371 Ry
trial first-order potential, quadrature: -21237.2957 Ry
trial second-order term, matrix: 355.31877 Ry
trial second-order term, quadrature: 355.31809 Ry
potential scale factors in order test: 0.04, 0.02
measured error power of DKH1: 1.998
measured error power of DKH2: 2.997
measured error power of DKH3: 4.003
\end{verbatim}
